# Comment on Adding Inverse Mobilities When Scattering Depends on Energy

## The argument under review

The argument concerns the series resistance of a silicon modulator: an n-type slab 90 nm thick, with $10^{17}$ electrons per cm³, at 300 K. It takes a mobility of 1400 cm²/Vs for phonon scattering alone and 4000 cm²/Vs for ionized-impurity scattering alone, and reasons as follows:

> Phonons and impurities scatter independently, so their collision rates add. Mobility is proportional to the collision time. Inverse mobilities therefore add, and the slab has
> $$\mu_M=\left(\frac1{1400}+\frac1{4000}\right)^{-1}=1037\ \text{cm}^2/\text{Vs}.$$

The first sentence is acceptable. The second hides an average over carrier energy, and the conclusion depends on how that average is taken. Two questions need an answer: does the error have a definite sign, and is it large enough to matter for this slab?

## Which time enters the mobility

Consider one isotropic parabolic band of mass $m$ in a weak field $F$ along $z$. Let mechanism $i$ relax momentum at the rate $1/\tau_i(E)$, with rates adding at each energy:

$$\frac1{\tau(E)}=\sum_i\frac1{\tau_i(E)}.$$

The electron charge is $-q$, with $q>0$. Write the distribution as $f_0+f_1$, where $f_0$ is the equilibrium part. To first order in $F$, the steady Boltzmann equation is

$$-\frac{qF}{\hbar}\frac{\partial f_0}{\partial k_z}=-\frac{f_1}{\tau}.$$

Since $\partial f_0/\partial k_z=\hbar v_z f_0'$, with the prime denoting $d/dE$, this gives $f_1=qF\tau v_zf_0'$. The drift velocity is the average of $v_z$ over $f_1$, divided by the carrier density. Mobility is minus the drift velocity over $F$. The density of states varies as $\sqrt E$, and isotropy replaces $v_z^2$ by $2E/(3m)$, so

$$\mu=\frac{2q}{3m}\,\frac{\int_0^\infty\tau E^{3/2}(-f_0')\,dE}{\int_0^\infty E^{1/2}f_0\,dE}.$$

Integration by parts turns the denominator into $\tfrac23\int E^{3/2}(-f_0')\,dE$, because the boundary terms vanish. The factors $2/3$ cancel:

$$\mu=\frac qm\langle\tau\rangle,\qquad
\langle A\rangle=\frac{\int_0^\infty A\,E^{3/2}(-f_0')\,dE}{\int_0^\infty E^{3/2}(-f_0')\,dE}.$$

Each mechanism acting alone has $\mu_i=q\langle\tau_i\rangle/m$. Adding inverse mobilities therefore uses the time

$$\tau_M=\left(\sum_i\frac1{\langle\tau_i\rangle}\right)^{-1},
\quad\text{whereas the band requires}\quad
\langle\tau\rangle=\left\langle\left(\sum_i\frac1{\tau_i}\right)^{-1}\right\rangle.$$

The argument has interchanged averaging and inversion. Independence of the collisions does not justify that interchange.

All component mobilities here refer to the same temperature, density and screening. If adding impurities also changes the screening, the microscopic rates themselves change, which is a separate matter. The quantity treated is the drift mobility, not the Hall mobility.

## The sign and size of the error

Define the fraction of scattering due to mechanism $i$ at energy $E$ as $s_i(E)=\tau/\tau_i$. These fractions sum to one. Let $c_i$ be any constants that also sum to one. Expanding a square gives

$$\begin{aligned}
\sum_i\tau_i(c_i-s_i)^2
&=\sum_i c_i^2\tau_i-2\tau\sum_i c_i+\tau^2\sum_i\frac1{\tau_i}\\
&=\sum_i c_i^2\tau_i-2\tau+\tau\\
&=\sum_i c_i^2\tau_i-\tau .
\end{aligned}$$

The middle term used $\tau_is_i=\tau$, and the last used $\sum_i1/\tau_i=1/\tau$. Now choose the constant shares implied by the argument, $c_i=\tau_M/\langle\tau_i\rangle$. They sum to one by the definition of $\tau_M$, and

$$\sum_i c_i^2\langle\tau_i\rangle
=\tau_M^2\sum_i\frac1{\langle\tau_i\rangle}=\tau_M .$$

Averaging the expanded square therefore yields

$$\boxed{\tau_M-\langle\tau\rangle=
\left\langle\sum_i\tau_i\,(c_i-s_i)^2\right\rangle\ge0.}$$

Thus $\mu\le\mu_M$. The error vanishes only if every $s_i(E)$ equals its constant $c_i$ wherever the average has weight. Equivalently, all the $\tau_i$ must have the same energy dependence there. Energy dependence alone does no harm: two times that both vary as $E^{0.7}$ combine without error. What matters is a change in the division of scattering between mechanisms.

The inequality sets no universal ceiling on $\mu_M/\mu$. Take two equally weighted energy groups. Mechanism 1 has times $(T,t)$ in the two groups and mechanism 2 has $(t,T)$. Both averages are $(T+t)/2$, so $\tau_M=(T+t)/4$. The combined time is $Tt/(T+t)$ in either group, and

$$\frac{\mu_M}{\mu}=\frac{(T+t)^2}{4Tt}.$$

For $T/t=1000$ the ratio is about 250. Each mechanism alone leaves one group nearly free, but together they leave none free.

## Phonons and ionized impurities

The slab needs the actual energy laws. For acoustic phonons well below $kT$ in energy, treated as elastic, the squared deformation-potential matrix element is independent of the momentum transfer. The rate then follows the density of final states, so $\tau_L\propto E^{-1/2}$.

For a screened Coulomb centre in the Born approximation, the squared matrix element varies as $(Q^2+\ell^{-2})^{-2}$, where $\ell$ is the screening length and $Q^2=2k^2(1-\cos\theta)$. The momentum loss adds a factor $1-\cos\theta$. With $w=1-\cos\theta$, $g=4k^2\ell^2$ and $\beta=2/g$, the angular integral is

$$\frac1{4k^4}\int_0^2\frac{w\,dw}{(w+\beta)^2}
=\frac1{4k^4}\left[\ln(1+g)-\frac g{1+g}\right].$$

The density of final states supplies a factor $k$, so the rate varies as $k^{-3}$ times the bracket. Treating the slowly varying bracket as constant gives $\tau_I\propto E^{3/2}$. The effect of restoring it is given below.

Let $x=E/kT$, $\tau_L=a x^{-1/2}$ and $\tau_I=b x^{3/2}$. Maxwell statistics give the weight $x^{3/2}e^{-x}$, whose integral is $\Gamma(5/2)$. Hence

$$\langle\tau_L\rangle=\frac{a\,\Gamma(2)}{\Gamma(5/2)}=\frac a{\Gamma(5/2)},
\qquad
\langle\tau_I\rangle=\frac{b\,\Gamma(4)}{\Gamma(5/2)}=\frac{6b}{\Gamma(5/2)}.$$

Define $X^2=a/b$. Then $X^2=6\mu_L/\mu_I$, and adding rates at fixed energy gives

$$\tau=\frac1{x^{1/2}/a+x^{-3/2}/b}=\frac{a\,x^{3/2}}{x^2+X^2}.$$

Dividing its average by $\langle\tau_L\rangle$,

$$\frac{\mu}{\mu_L}=\int_0^\infty\frac{x^3e^{-x}}{x^2+X^2}\,dx
=1-X^2G(X),\qquad
G(X)=\int_0^\infty\frac{x e^{-x}}{x^2+X^2}\,dx,$$

because $x^3=x(x^2+X^2)-X^2x$ and $\int_0^\infty xe^{-x}dx=1$.

To evaluate $G$, use $x/(x^2+X^2)=\int_0^\infty e^{-xt}\cos(Xt)\,dt$ and integrate over $x$ first. Then set $u=X(1+t)$:

$$\begin{aligned}
G(X)&=\int_0^\infty\frac{\cos(Xt)}{1+t}\,dt
=\int_X^\infty\frac{\cos(u-X)}u\,du\\
&=-\operatorname{Ci}(X)\cos X+
\left[\frac\pi2-\operatorname{Si}(X)\right]\sin X .
\end{aligned}$$

Here $\operatorname{Ci}(X)=-\int_X^\infty(\cos u/u)\,du$ and $\operatorname{Si}(X)=\int_0^X(\sin u/u)\,du$, with $\operatorname{Si}(\infty)=\pi/2$. Therefore

$$\frac{\mu}{\mu_L}=1+X^2\left\{
\operatorname{Ci}(X)\cos X+
\left[\operatorname{Si}(X)-\frac\pi2\right]\sin X\right\}.$$

## The number for the slab

The quoted mobilities give $X^2=6(1400/4000)=2.10$ and $X=1.449$. The result is $\mu=748$ cm²/Vs, not 1037 cm²/Vs. The argument overestimates the mobility by a factor of 1.386, or about 39% of the true model value.

A simulation of random flights gives an independent check. Two million carriers were drawn from a Maxwell distribution. Each received two random waiting times, with means $\tau_L(E)$ and $\tau_I(E)$, and the earlier event ended its flight by randomizing its direction. Velocity memory then lasts for the flight time $t_1$, and the equilibrium velocity correlation gives $\mu=(q/kT)\langle v_z^2t_1\rangle_{\rm carriers}$. The simulation gave 747 cm²/Vs. The two quoted mobilities set the scales of the waiting times, but inverse mobilities were never added.

The scattering shares show where the argument goes wrong. At energy $x$ the impurity share is

$$s_I=\frac{\tau}{\tau_I}=\frac{X^2}{x^2+X^2}.$$

It is 89% at $0.5kT$, 48% at $1.5kT$ and 12% at $4kT$. The argument instead assigns impurities the constant share $1037/4000=26\%$. The two rates are equal at $XkT=37.5$ meV, close to the maximum of the weight $x^{3/2}e^{-x}$ at $1.5kT$. The change of dominant mechanism thus falls among the carriers that matter.

There is a direct reading of the excess. The integrand for $\langle\tau_I\rangle$ is $x^3e^{-x}$, which peaks at $3kT$. The large impurity mobility therefore relies on fast carriers with long impurity times. In the combined problem phonons stop most of those carriers first, so most of the long times are cut short.

For the sheet resistance, with full ionization and no surface effects,

$$R_s=\frac1{qn\mu d},$$

where $n$ is the electron density and $d$ the thickness. Using $n=10^{17}$ cm⁻³ and $d=9\times10^{-6}$ cm gives 9.27 kΩ per square from the energy-averaged model mobility and 6.69 kΩ per square from the argument. The latter is 28% below the former.

The inverse use of the rule is worse here. Suppose the true model mobility and the phonon mobility are known, and reciprocals are subtracted to find the impurity part:

$$\left(\frac1{748.2}-\frac1{1400}\right)^{-1}=1607\ \text{cm}^2/\text{Vs}.$$

The impurity mobility put into the model was 4000 cm²/Vs. Subtraction assigns the whole averaging error to the impurities and makes them appear about 2.5 times too strong.

## When one mechanism is weak

The argument might be defended as a good approximation when one mechanism dominates. That holds for the total mobility, but not for the small correction due to the weaker mechanism.

**Weak impurities.** For small $X$, $\operatorname{Ci}(X)\simeq\gamma_E+\ln X$, where $\gamma_E=0.577$ is Euler's constant. The sine term in $G$ vanishes with $X$, so

$$1-\frac{\mu}{\mu_L}\simeq X^2\left(\ln\frac1X-\gamma_E\right),
\qquad
1-\frac{\mu_M}{\mu_L}\simeq\frac{X^2}{6}.$$

At $X=0.001$ the coefficients of $X^2$ are 6.33 and 0.167. Both losses are tiny, but the argument underestimates the impurity loss by a factor of about 38. The logarithm comes from $\int dx/x$ between $X$ and about 1: every equal ratio of energies contributes equally, down to very slow carriers. Screening weakens this growth and finally stops it. With the bracket restored, the factor at $X=0.001$ is about 30 for the screening length of the density that gives this $X$ (about $3\times10^{10}$ cm⁻³), and about 9 for a screening length of 12.9 nm. When $g\ll1$, the bracket in the Coulomb rate becomes $g^2/2\propto E^2$, and $\tau_I$ changes from $E^{3/2}$ to $E^{-1/2}$.

**Strong impurities.** For large $X$, expand $1/(x^2+X^2)$ in powers of $x^2/X^2$. Since $\Gamma(4)=6$ and $\Gamma(6)=120$,

$$\frac{\mu}{\mu_L}\simeq\frac6{X^2}\left(1-\frac{20}{X^2}\right),
\qquad
\frac{\mu_M}{\mu_L}\simeq\frac6{X^2}\left(1-\frac6{X^2}\right).$$

The relative correction due to phonons is $20/X^2$, not $6/X^2$, and $\mu_M/\mu\simeq1+14/X^2$. This is a leading correction for very large $X^2$. At $\mu_L/\mu_I=10$, where $X^2=60$, it gives 1.23, while the full formula gives 1.156.

Between the limits, the full overestimate factor is 1.063, 1.245 and 1.419 for $\mu_L/\mu_I=0.01$, 0.1 and 1. A numerical search found a maximum of 1.424 at $\mu_L/\mu_I=0.766$. That maximum belongs to these two power laws with Maxwell statistics. If the impurity time is replaced by an energy-independent time, at equal component mobilities, the factor is only 1.035. The rule may then be adequate for an estimate.

## Does the sign survive more general collisions?

A possible reply is that inelastic collisions exchange carriers between energies and may remove the bias. To examine it, write $f_1=qFv_zf_0'\varphi(E)$. The linear collision equation becomes $C\varphi=1$, where detailed balance makes $C$ symmetric and positive with respect to $\langle\varphi\psi\rangle$, provided the phonons stay in equilibrium. For a pure relaxation time, $C=1/\tau$. In general $\mu=(q/m)\langle1\,C^{-1}1\rangle$.

The Cauchy–Schwarz inequality for the positive form $\langle\varphi C\psi\rangle$ gives

$$\langle\varphi\rangle^2
=\langle(C^{-1}1)\,C\varphi\rangle^2
\le\langle1\,C^{-1}1\rangle\,\langle\varphi C\varphi\rangle,$$

with equality at $\varphi=C^{-1}1$. Hence

$$\frac1\mu=\frac mq\min_\varphi
\frac{\langle\varphi C\varphi\rangle}{\langle\varphi\rangle^2}.$$

If $C=\sum_iC_i$, each term evaluated at the common minimizing $\varphi$ is at least its own minimum. Therefore $1/\mu\ge\sum_i1/\mu_i$, and the sign survives.

Electron–electron collisions are a special case. Within this band they conserve total momentum, so their operator gives zero on $\varphi=1$, a uniform drift. They still redistribute momentum among energies. Being positive, they cannot raise the mobility above $q\langle\tau\rangle/m$. The trial function $\varphi=1$ gives the opposite bound:

$$\frac{q}{m\langle1/\tau\rangle}\le\mu\le\frac qm\langle\tau\rangle .$$

For the two power laws,

$$\left\langle\frac1\tau\right\rangle
=\frac{\Gamma(3)/a+\Gamma(1)/b}{\Gamma(5/2)}
=\frac{2+X^2}{a\,\Gamma(5/2)},$$

so the lower bound is $\mu_L\Gamma(5/2)^2/(2+X^2)=603$ cm²/Vs. The slab mobility in this model lies between 603 and 748 cm²/Vs; 603 is a bound, not a prediction. It is sensitive to slow carriers, for which the constant bracket is poorest: with the bracket restored for a 12.9 nm screening length at the same $\mu_I$, the range narrows to 726–789 cm²/Vs.

At the lower bound inverse mobilities do add, since $\langle1/\tau\rangle=\sum_i\langle1/\tau_i\rangle$. But the components that add are then $q/(m\langle1/\tau_i\rangle)$, not the separately averaged $q\langle\tau_i\rangle/m$ that the argument uses.

## How far the slab departs from the model

The density, thickness and phonon mobility are rough values in the regime of a lightly doped silicon modulator; the impurity mobility is a round model input, not a prediction for this doping. The screened Born rate above, with $10^{17}$ singly charged centres per cm³, a mass of 0.321 electron masses in the rate and 0.258 in the mobility, gives about 9900 cm²/Vs instead. With that value and its screened energy law, the overestimate is about 1.23. The Born approximation is itself marginal here: the effective Bohr radius is $a_B=1.9$ nm and $ka_B\approx0.9$ at $E=kT$. Phase shifts for the same attractive screened potential lower the transport cross section by about 15% at $kT$ and 5% at $3kT$, which moves these two values to about 10500 cm²/Vs and 1.20. Real silicon breaks several assumptions. The following changes were made one at a time and should not be multiplied together.

- **Screening:** restoring the Coulomb bracket, with a 12.9 nm screening length and $\mu_I$ held fixed, lowers the overestimate from 1.386 to 1.314.
- **Intervalley phonons:** a 60 meV phonon with twice the acoustic coupling, and $\mu_L$ held fixed, raises it to 1.544. These collisions were taken as isotropic.
- **Anisotropic valleys:** masses of 0.92 and 0.19 electron masses give 1.427 at fixed component mobilities. The impurity anisotropy was estimated from a single trial distribution at $3kT$; including higher angular harmonics raises the factor to about 1.44.
- **Fermi statistics:** with the microscopic rates held fixed, the factor is 1.385, a negligible change.
- **Temperature:** the model laws $\mu_L\propto T^{-3/2}$ and $\mu_I\propto T^{3/2}$ give 1.338 at 350 K.

Other effects change the resistance itself. Fully diffuse surfaces would reduce the mobility by about 14%, given a mean free path near 32 nm. A rough trapped charge of $10^{11}$ cm⁻² would remove about 11% of the sheet electrons. With a donor depth of 45 meV, about 96% of donors are ionized. Heating is small at 0.001 MV/cm: balancing the power $q\mu F^2$ against $\tfrac32k\Delta T/\tau_E$, with a rough energy time $\tau_E=0.3$ ps, gives $\Delta T\approx1.7$ K.

The listed factors run from 1.31 to 1.54, so even the second digit of 1.386 is uncertain for a real slab. Each change in the list, taken alone and starting from the assumed mobilities of 1400 and 4000 cm²/Vs, keeps the overestimate above 30%. The screening entry clears that mark only in the Born approximation; with phase shifts it falls to about 1.29. A weaker impurity contribution brings the overestimate lower still, as the values of 1.23 and 1.20 above show.

## Requested correction

The statement "rates add, therefore inverse mobilities add" should be withdrawn. The rates should be added at each energy, inverted, and then averaged. If only component mobilities are available, $\mu_M$ may be quoted as an upper bound under the stated conditions. An impurity mobility obtained by subtracting reciprocals should not be used as a measure of impurity strength unless the scattering shares are shown to be nearly constant in energy.

## Computed values

```
Temperature: 300 K; kT: 25.85 meV
Electron density: 1.0e+17 cm^-3
Slab thickness: 90 nm
Masses long, trans: 0.92, 0.19 m0
Conductivity, valley mass: 0.258, 0.321 m0
Lattice mobility: 1400 cm2/Vs
Impurity mobility: 4000 cm2/Vs
Times a, b at E=kT: 273.3, 130.2 fs
X^2, X: 2.100, 1.449 (no unit)
Equal-rate energy: 37.5 meV
True mobility: 748.2 cm2/Vs
Random-flight mobility: 746.6 cm2/Vs
Matthiessen mobility: 1037.0 cm2/Vs
Overestimate: 1.386 (ratio)
False extracted impurity mobility: 1607 cm2/Vs
Matthiessen impurity share: 25.9 %
Impurity share at 0.5 kT: 89.4 %
Impurity share at 1.5 kT: 48.3 %
Impurity share at 4.0 kT: 11.6 %
Sheet resistance, true: 9.27 kohm/square
Sheet resistance, Matthiessen: 6.69 kohm/square
muL/muI 0.01: overestimate 1.063 (ratio)
muL/muI 0.1: overestimate 1.245 (ratio)
muL/muI 1: overestimate 1.419 (ratio)
muL/muI 10: overestimate 1.156 (ratio)
Largest overestimate: 1.424 at muL/muI 0.766
Acoustic + constant time, equal mobility: 1.035 (ratio)
Two groups, times 1000:1: 250.5 (ratio)
Weak-impurity loss/X^2 at X=0.001: 6.332 (no unit)
Matthiessen weak loss/X^2: 0.167 (no unit)
Fermi level from band edge: -5.61 kT
Fermi-statistics overestimate: 1.385 (ratio)
Screening length: 12.9 nm
Relative permittivity: 11.7 (no unit)
Screened-impurity overestimate: 1.314 (ratio)
Intervalley energy: 60 meV
Intervalley/acoustic coupling: 2.0 (no unit)
Intervalley-model overestimate: 1.544 (ratio)
Impurity time long/trans at 3 kT: 3.26 (ratio)
Anisotropic-valley overestimate: 1.427 (ratio)
Electron-electron mobility floor: 603.4 cm2/Vs
Mean free path: 32.3 nm
Diffuse-surface mobility loss: 14.1 %
Rough trap density: 1.0e+11 cm^-2
Trap charge / sheet electrons: 11.1 %
Donor depth: 45 meV; ionized: 96.2 %
Field: 0.0010 MV/cm; energy time: 0.3 ps
Electron heating: 1.74 K
True mobility at 350 K: 680.2 cm2/Vs
Overestimate at 350 K: 1.338 (ratio)
```
